\section*{Coexistence and superheating in a first-order ferroelectric film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two thresholds of the free energy}

\subsection{A film that loses its polarization abruptly}

A ferroelectric film lies between two metal electrodes that are joined by a wire. The film is polarized, and it is slowly heated. In some ferroelectrics the polarization shrinks smoothly to zero. In others it falls a little and then vanishes in a jump. When a film of the second kind is cooled again, the polarization returns at a lower temperature than the one at which it was lost.

Two different questions are hidden in this behaviour. At which temperature do the polar and the nonpolar state have the same free energy? And up to which temperature can the polar state survive at all, even when it is no longer the state of lower energy? The first temperature is that of phase coexistence. The second is the superheating limit. Both follow from the shape of one curve, the free energy as a function of polarization.

\subsection{The model and its conventions}

Let $P$ be the component of the polarization along the normal of the film. It is taken to be the same everywhere in the film, and the other two components are taken to be zero. The free energy per unit volume, measured from its value in the nonpolar state, is
\begin{equation}
F(P)=\frac{a}{2}P^2-\frac{b}{4}P^4+\frac{c}{6}P^6,\qquad b>0,\quad c>0 .
\label{eq:F}
\end{equation}
Odd powers are absent because the states $P$ and $-P$ are mirror images with equal energy. The positive $c$ makes the energy rise at large $|P|$, so that the polarization stays finite. The minus sign in front of the positive $b$ lets the energy bend down at intermediate $P$, even when the first term makes it rise near $P=0$. This is what allows two different states to be locally stable at the same time.

The work done per unit volume by a field $E$ in the film, when the polarization grows by $dP$, is $E\,dP$. In equilibrium this equals the change of $F$, so
\begin{equation}
E=\frac{dF}{dP}.
\label{eq:field}
\end{equation}
The electrodes are joined, and for the present they are taken to be of the same metal and to screen the surface charge of the film perfectly. Then $E=0$, and the possible states are the points where $F$ has zero slope. A state is locally stable if it is a minimum of $F$.

The coefficient $a$ carries the main dependence on temperature and grows with it. In this first half $a$ itself serves as the control variable, while $b$ and $c$ are held fixed.

The form of the answer can be seen before any equation is solved. Put
\begin{equation}
P=\sqrt{\frac{b}{c}}\;p,\qquad a=\frac{b^2}{c}\,\alpha .
\end{equation}
The three terms of Eq.~(\ref{eq:F}) then contain
\begin{align}
aP^2&=\frac{b^2}{c}\,\alpha\,\frac{b}{c}\,p^2=\frac{b^3}{c^2}\,\alpha p^2,\\
bP^4&=b\,\frac{b^2}{c^2}\,p^4=\frac{b^3}{c^2}\,p^4,\\
cP^6&=c\,\frac{b^3}{c^3}\,p^6=\frac{b^3}{c^2}\,p^6,
\end{align}
and therefore
\begin{equation}
F=\frac{b^3}{c^2}\left(\frac{\alpha}{2}p^2-\frac14p^4+\frac16p^6\right).
\label{eq:scaled}
\end{equation}
The bracket contains one parameter, $\alpha$. Each threshold must therefore be a pure number times $b^2/c$. The task is to find these numbers.

\subsection{The stationary points}

Differentiating Eq.~(\ref{eq:F}) gives
\begin{equation}
\frac{dF}{dP}=aP-bP^3+cP^5=P\left(a-bP^2+cP^4\right).
\label{eq:slope}
\end{equation}
One stationary point is $P=0$, the nonpolar state. For the others the bracket must vanish. With $x=P^2$ this is the quadratic equation
\begin{equation}
cx^2-bx+a=0,
\label{eq:quad}
\end{equation}
whose roots are
\begin{equation}
x_\pm=\frac{b\pm\sqrt{\Delta}}{2c},\qquad \Delta=b^2-4ac .
\label{eq:roots}
\end{equation}
A root describes a real polarization if it is real and positive. There are then two values, $P=\pm\sqrt{x}$, with the same energy. It is enough to follow the positive one.

The sum of the roots is $b/c>0$ and their product is $a/c$. This settles how many of them count:
\begin{itemize}
\item For $a<0$ the product is negative. The roots have opposite signs, and $x_+$ alone is positive.
\item For $a=0$ the roots are $x_-=0$ and $x_+=b/c$.
\item For $0<a<b^2/(4c)$ the quantity $\Delta$ is positive, and so are the sum and the product. Both roots are positive.
\item For $a=b^2/(4c)$ the two roots coincide.
\item For $a>b^2/(4c)$ the quantity $\Delta$ is negative, and there is no real root.
\end{itemize}

\subsection{Minima and maxima}

The second derivative decides which stationary points are stable. From Eq.~(\ref{eq:slope}),
\begin{equation}
\frac{d^2F}{dP^2}=a-3bP^2+5cP^4=a-3bx+5cx^2 .
\end{equation}
At $P=0$ it equals $a$. The nonpolar state is thus a minimum for $a>0$ and a maximum for $a<0$. At $a=0$ the second derivative gives no answer, but near the origin $F\approx-bP^4/4$, which is negative on both sides. The nonpolar state is then already a maximum. It follows that $a=0$ is the limit to which the nonpolar state can be supercooled.

At the nonzero stationary points Eq.~(\ref{eq:quad}) allows $a$ to be replaced by $bx-cx^2$:
\begin{align}
\frac{d^2F}{dP^2}&=(bx-cx^2)-3bx+5cx^2\notag\\
&=-2bx+4cx^2=2x\,(2cx-b).
\end{align}
Equation~(\ref{eq:roots}) says that $2cx_\pm-b=\pm\sqrt{\Delta}$. Hence
\begin{equation}
\left.\frac{d^2F}{dP^2}\right|_{x_\pm}=\pm2x_\pm\sqrt{\Delta}.
\label{eq:curv}
\end{equation}
The larger root $x_+$ is a minimum. It is the polar state. The smaller root $x_-$, where it is positive, is a maximum. It is the top of the barrier between the polar and the nonpolar state.

\subsection{The superheating limit}

As $a$ grows, $\Delta$ shrinks, and the polar minimum and the barrier top approach each other. They meet when $\Delta=0$:
\begin{equation}
b^2-4ac=0\quad\Longrightarrow\quad
\boxed{a_{\rm sh}=\frac{b^2}{4c}},\qquad P_{\rm sh}^2=\frac{b}{2c}.
\label{eq:sh}
\end{equation}
It remains to see what kind of point results from the merger, because Eq.~(\ref{eq:curv}) gives zero there. At $a=a_{\rm sh}$ the quadratic expression has a double root, and the slope of the energy becomes
\begin{equation}
\frac{dF}{dP}=cP\left(P^2-P_{\rm sh}^2\right)^2 .
\end{equation}
For $P>0$ this is positive on both sides of $P_{\rm sh}$ and vanishes at $P_{\rm sh}$. The energy curve climbs, becomes level at one point and climbs on. This is an inflection with a horizontal tangent, not a minimum. A small reduction of $P$ leads to a region where the energy falls all the way to $P=0$. The polar state therefore exists as a minimum for $a<a_{\rm sh}$, and it is lost at $a_{\rm sh}$ itself.

Just before this happens the film responds strongly to a field. By Eq.~(\ref{eq:field}) the second derivative of $F$ is $dE/dP$, the inverse of the susceptibility written as $dP/dE$. Equation~(\ref{eq:curv}) shows that it goes to zero in the polar state as $\sqrt{\Delta}$. The polarization itself does not go to zero. At the limit it still has the value $\sqrt{b/(2c)}$, and the loss of stability is therefore a jump.

\subsection{Coexistence}

Coexistence requires a polar state with the same energy as the nonpolar one, whose energy is zero. Two conditions must hold together at some $x>0$: zero slope and zero energy. The energy is
\begin{equation}
F=x\left(\frac a2-\frac{bx}{4}+\frac{cx^2}{6}\right).
\end{equation}
Since $x\neq0$, the bracket must vanish. Multiplied by 6, it joins the condition of zero slope in the pair
\begin{align}
3a-\tfrac32bx+cx^2&=0,\label{eq:co1}\\
a-bx+cx^2&=0.\label{eq:co2}
\end{align}
Subtracting the second equation from the first removes the quadratic term:
\begin{equation}
2a-\tfrac12bx=0\quad\Longrightarrow\quad x=\frac{4a}{b}.
\label{eq:x4a}
\end{equation}
This value is put into Eq.~(\ref{eq:co2}):
\begin{equation}
a-4a+\frac{16ca^2}{b^2}=a\left(\frac{16ca}{b^2}-3\right)=0 .
\end{equation}
The solution $a=0$ would give $x=0$, which is the nonpolar state compared with itself. The other solution is the one sought:
\begin{equation}
\boxed{a_{\rm co}=\frac{3b^2}{16c}},\qquad P_{\rm co}^2=\frac{4a_{\rm co}}{b}=\frac{3b}{4c}.
\label{eq:co}
\end{equation}

The two conditions do not by themselves say that the point is a minimum. At $a=a_{\rm co}$ one has
\begin{equation}
\Delta=b^2-\frac{3b^2}{4}=\frac{b^2}{4},\qquad
x_\pm=\frac{b\pm b/2}{2c},
\end{equation}
so that $x_+=3b/(4c)$ and $x_-=b/(4c)$. The solution is $x_+$, the minimum. The same fact can be read from the energy, which at coexistence is a perfect square times $P^2$:
\begin{equation}
F=\frac c6\,P^2\left(P^2-\frac{3b}{4c}\right)^2 .
\label{eq:square}
\end{equation}
To confirm this, expand the square. The terms are $cP^6/6$, then $-(c/6)(3b/2c)P^4=-bP^4/4$, and finally $(c/6)(9b^2/16c^2)P^2=(3b^2/32c)P^2$, which is $a_{\rm co}P^2/2$. Equation~(\ref{eq:square}) is nowhere negative, and it vanishes at $P=0$ and at $P=\pm P_{\rm co}$. Three states of equal energy coexist: one nonpolar state and two polar states of opposite sign.

The inverse susceptibilities of the coexisting phases have a fixed ratio. In the nonpolar phase the value is $a_{\rm co}=3b^2/(16c)$. In the polar phase Eq.~(\ref{eq:curv}) gives $2\,(3b/4c)(b/2)=3b^2/(4c)$. Within this model the polar phase is thus four times stiffer against a weak field at coexistence.

\subsection{Which state is lower on either side}

Let $F_+(a)$ be the energy of the polar minimum. When $a$ changes, the energy changes for two reasons: $a$ appears in $F$, and the minimum moves. Thus
\begin{equation}
\frac{dF_+}{da}=\frac{\partial F}{\partial a}+\frac{\partial F}{\partial P}\,\frac{dP_+}{da}=\frac{P_+^2}{2}>0,
\label{eq:env}
\end{equation}
because $\partial F/\partial P=0$ at the minimum. The energy of the polar state rises steadily with $a$ and passes through zero at $a_{\rm co}$. It is negative below this value and positive above it.

The values in the units of Eq.~(\ref{eq:scaled}) make this concrete. At $\alpha=0$ the polar minimum is at $p^2=1$, with energy $-1/4+1/6=-1/12$. At $\alpha=3/16$ the energy is zero. At $\alpha=1/4$ the minimum is just being lost at $p^2=1/2$, with energy $1/16-1/16+1/48=1/48$.

There are four ranges:
\begin{itemize}
\item $a\le0$: the polar state is the minimum and the nonpolar state is unstable.
\item $0<a<a_{\rm co}$: the polar state is lower, and the nonpolar state is metastable.
\item $a_{\rm co}<a<a_{\rm sh}$: the nonpolar state is lower, and the polar state is metastable.
\item $a\ge a_{\rm sh}$: the nonpolar state is the one minimum.
\end{itemize}

\subsection{Where the argument needs its assumptions}

If $b$ goes to zero with $c$ fixed, both thresholds go to $a=0$ as $b^2$, while $P_{\rm co}$ goes to zero as $\sqrt b$. The jump and the hysteresis disappear together. If the coefficient $b$ is negative, the bracket in Eq.~(\ref{eq:slope}) becomes $a+|b|x+cx^2$, which has no positive root for $a\ge0$. The transition is then continuous, and neither formula applies.

If $b$ and $c$ depend on temperature, the conditions still hold at each temperature, because temperature was nowhere varied in deriving them. They then become equations to be solved for $T$, such as $a(T)=3b(T)^2/[16c(T)]$.

The superheating limit is a limit of local stability for a uniform film. It says where the last barrier vanishes. A real film can leave the polar state earlier, if thermal motion or a defect carries some part of it over a barrier that is still present.

\section{Temperatures, barriers and a polymer film}

\subsection{Symbols and results carried over}

The film has a uniform polarization $P$ along its normal and the free energy density $F=aP^2/2-bP^4/4+cP^6/6$, with $b,c>0$ and $F=0$ in the nonpolar state. The field in the film is $E=dF/dP$. With $\Delta=b^2-4ac$, the polar minimum lies at $P^2=x_+$ and the barrier top at $P^2=x_-$, where $x_\pm=(b\pm\sqrt\Delta)/(2c)$. At zero field:
\begin{itemize}
\item the nonpolar minimum is lost on cooling at $a=0$;
\item the two phases coexist at $a_{\rm co}=3b^2/(16c)$, with $P_{\rm co}^2=3b/(4c)$;
\item the polar minimum is lost on heating at $a_{\rm sh}=b^2/(4c)$, with $P_{\rm sh}^2=b/(2c)$.
\end{itemize}

\subsection{From the coefficient to the temperature}

Let $a=a_0(T-T_0)$ with $a_0>0$, and let $b$ and $c$ be constant. Then $T_0$ is the supercooling limit, and
\begin{equation}
T_{\rm co}=T_0+\frac{3b^2}{16a_0c},\qquad
T_{\rm sh}=T_0+\frac{b^2}{4a_0c}.
\label{eq:temps}
\end{equation}
Coexistence lies three quarters of the way from $T_0$ to $T_{\rm sh}$, whatever the coefficients. It is not midway between the two limits.

The entropy density is minus the temperature derivative of the free energy at the minimum. The shift of the minimum does not contribute, since the slope is zero there. Relative to the nonpolar phase, the polar phase has the entropy density $-a_0P^2/2$. If the film changes phase at coexistence on heating, it therefore absorbs the latent heat
\begin{equation}
L=T_{\rm co}\,\frac{a_0P_{\rm co}^2}{2}
\label{eq:latent}
\end{equation}
per unit volume.

For a uniform film at zero field, the coexistence temperature, the two limits of stability and the latent heat now follow from the coefficients of the free energy. What remains is the barrier between the states, a numerical example for a polymer film, and the effects of unequal electrodes, a dead layer, thermal escape and the substrate.
